\section*{Pinch-off Gate Voltage of a Buried-Channel Transistor from Merging Depletion Regions}

\section{Two layers under the same gate}

With the source at body potential, a gate held at $-2\,\mathrm{V}$ relative to the body leaves about $3\times10^{4}$ electrons per $\mathrm{cm^2}$ in an n-type layer $250\,\mathrm{nm}$ deep. In a layer $450\,\mathrm{nm}$ deep, with the same doping, oxide and body, it leaves $1.97\times10^{11}\,\mathrm{cm^{-2}}$, and at $-3\,\mathrm{V}$ there are still $1.93\times10^{11}\,\mathrm{cm^{-2}}$. These are Poisson--Boltzmann results at $300\,\mathrm{K}$. At this source bias the first layer can be pinched off and the second cannot. The theorem below gives the pinch-off voltage, and its conditions explain the difference.

\section{Model and conventions}

The coordinate $x$ runs from the oxide interface into the semiconductor. Donors of net density $N_D$ fill $0<x<x_j$; acceptors of net density $N_A$ fill $x>x_j$. The semiconductor permittivity is $\varepsilon$, the oxide capacitance per area is $C_{ox}$, and $q>0$ is the elementary charge. The potential $\phi$ vanishes in the neutral body.

The channel is long, so that the electrostatics is one-dimensional, and all dopants are ionized. Holes are in equilibrium with the body, while electrons are in equilibrium with the source, which is biased at $V_{SB}\ge0$ above the body. With Boltzmann statistics and thermal voltage $\phi_t=k_BT/q$,
\begin{equation}
n=N_De^{(\phi-\phi_c)/\phi_t},\qquad p=N_Ae^{-\phi/\phi_t},\qquad \phi_c=V_{bi}+V_{SB}.
\label{eq:carriers}
\end{equation}
Here $\phi_c$ is the potential of a neutral channel, where $n=N_D$. At $V_{SB}=0$ the condition $np=n_i^2$ gives $N_DN_Ae^{-V_{bi}/\phi_t}=n_i^2$, hence $V_{bi}=\phi_t\ln(N_AN_D/n_i^2)$.

The flat-band voltage $V_{FB}$ refers to the gate and the p-type body. It contains the work-function difference and any fixed interface charge, so the oxide drop is $V_{GB}-V_{FB}-\phi_s$ with $\phi_s=\phi(0)$.

In the depletion approximation each region is either neutral or free of carriers. From the surface downwards there are a depleted width $x_s$, a neutral channel, a depleted width $x_n$ above the junction, and a depleted width $x_p$ below it.

\section{The two depletion regions}

\paragraph{Lemma 1 (junction side).} The junction depletes the layer over
\begin{equation}
x_n=\left[\frac{2\varepsilon\phi_cN_A}{qN_D(N_A+N_D)}\right]^{1/2}.
\label{eq:xn}
\end{equation}

\emph{Proof.} Poisson's equation is $\phi''=-qN_D/\varepsilon$ on the n side and $\phi''=+qN_A/\varepsilon$ on the p side. The field vanishes at both outer edges, so the drops are $qN_Dx_n^2/2\varepsilon$ and $qN_Ax_p^2/2\varepsilon$. Continuity of the field at the junction requires $N_Dx_n=N_Ax_p$. The drops add to $\phi_c$:
\begin{equation}
\phi_c=\frac{q}{2\varepsilon}\left(N_Dx_n^2+N_Ax_p^2\right)
=\frac{qN_Dx_n^2}{2\varepsilon}\left(1+\frac{N_D}{N_A}\right),
\label{eq:drops}
\end{equation}
because $N_Ax_p^2=N_D^2x_n^2/N_A$. Solving for $x_n$ proves the lemma.

\paragraph{Lemma 2 (surface side).} While a neutral channel exists and surface holes are negligible,
\begin{equation}
V_{GB}=V_{FB}+\phi_c-qN_Dx_s\left(\frac1{C_{ox}}+\frac{x_s}{2\varepsilon}\right).
\label{eq:surface}
\end{equation}

\emph{Proof.} The solution with $\phi=\phi_c$ and $\phi'=0$ at $x=x_s$ is $\phi=\phi_c-qN_D(x_s-x)^2/2\varepsilon$. Thus
\begin{equation}
\phi_s=\phi_c-\frac{qN_Dx_s^2}{2\varepsilon},\qquad
\phi'(0)=\frac{qN_Dx_s}{\varepsilon}.
\label{eq:phis}
\end{equation}
The displacement directed from gate to semiconductor is $C_{ox}(V_{GB}-V_{FB}-\phi_s)$ in the oxide and $-\varepsilon\phi'(0)$ in the semiconductor. Equating them gives
\begin{equation}
V_{GB}-V_{FB}-\phi_s=-\frac{qN_Dx_s}{C_{ox}}.
\end{equation}
The minus sign states that the positive donors are balanced by negative charge on the gate. Inserting $\phi_s$ proves the lemma.

\section{The pinch-off voltage}

\paragraph{Theorem.} Let $x_n<x_j$, and let the surface potential at merging be positive. In the depletion approximation the neutral channel at the source vanishes at
\begin{align}
V_{GB,P}={}&V_{FB}+\frac{N_D}{N_A+N_D}\phi_c
-qN_Dx_j\left(\frac1{C_{ox}}+\frac{x_j}{2\varepsilon}\right)\nonumber\\
&+\left(\frac1{C_{ox}}+\frac{x_j}{\varepsilon}\right)
\left[\frac{2q\varepsilon N_AN_D\phi_c}{N_A+N_D}\right]^{1/2}.
\label{eq:theorem}
\end{align}
Relative to the source, $V_{GS,P}=V_{GB,P}-V_{SB}$.

\emph{Proof.} The electron sheet density is $N_s=N_D(x_j-x_s-x_n)$. At fixed $V_{SB}$, $x_n$ is fixed. From \eqref{eq:surface},
\begin{equation}
\frac{dV_{GB}}{dx_s}=-qN_D\left(\frac1{C_{ox}}+\frac{x_s}{\varepsilon}\right)<0,
\label{eq:gateslope}
\end{equation}
so lowering the gate widens the surface region steadily until it meets the junction region at $x_s=x_j-x_n$. Inserting this width in \eqref{eq:surface} and expanding the square gives
\begin{align}
V_{GB,P}={}&V_{FB}+\phi_c-\frac{qN_D(x_j-x_n)}{C_{ox}}
-\frac{qN_D}{2\varepsilon}(x_j^2-2x_jx_n+x_n^2)\nonumber\\
={}&V_{FB}+\phi_c-qN_Dx_j\left(\frac1{C_{ox}}+\frac{x_j}{2\varepsilon}\right)\nonumber\\
&+qN_Dx_n\left(\frac1{C_{ox}}+\frac{x_j}{\varepsilon}\right)
-\frac{qN_Dx_n^2}{2\varepsilon}.
\end{align}
By \eqref{eq:xn}, the last term is $-\phi_cN_A/(N_A+N_D)$, which reduces the coefficient of $\phi_c$ from $1$ to $N_D/(N_A+N_D)$. Also by \eqref{eq:xn}, $qN_Dx_n$ equals the square root in \eqref{eq:theorem}. This completes the proof.

\paragraph{Worked example.} Take $N_D=2\times10^{16}$ and $N_A=10^{16}\,\mathrm{cm^{-3}}$, $x_j=250\,\mathrm{nm}$, a $20\,\mathrm{nm}$ oxide, $n_i=10^{10}\,\mathrm{cm^{-3}}$ and $T=300\,\mathrm{K}$. The relative permittivities are $11.7$ and $3.9$. The gate is n$^+$ polysilicon with its Fermi level at the conduction-band edge. For a gap of $1.12\,\mathrm{eV}$, a mid-gap intrinsic level and no oxide charge, $V_{FB}=-0.56\,\mathrm{V}-\phi_t\ln(N_A/n_i)=-0.917\,\mathrm{V}$.

At $V_{SB}=0$, $\phi_c=0.732\,\mathrm{V}$ and $x_n=125.6\,\mathrm{nm}$, which leaves $x_s=124.4\,\mathrm{nm}$ to the gate. The drop in the surface region is $0.239\,\mathrm{V}$ and that in the oxide $0.231\,\mathrm{V}$. Therefore
\begin{equation}
V_{GB,P}=-0.917+0.732-0.239-0.231=-0.655\,\mathrm{V},
\end{equation}
or $-0.0241$ atomic units of potential. The surface potential is $0.493\,\mathrm{V}$, and the surface hole density is about $5\times10^7\,\mathrm{cm^{-3}}$, negligible beside $N_D$.

\section{Body effect and pinch-off at the drain}

\paragraph{Corollary 1.} With the junction capacitance $C_j=\varepsilon/(x_n+x_p)$,
\begin{equation}
m\equiv\frac{dV_{GB,P}}{d\phi_c}=1+C_j\left(\frac1{C_{ox}}+\frac{x_s}{\varepsilon}\right),
\qquad \frac{dV_{GS,P}}{dV_{SB}}=m-1.
\label{eq:m}
\end{equation}

\emph{Proof.} Differentiating \eqref{eq:drops} and using $x_p=N_Dx_n/N_A$ gives $d\phi_c/dx_n=qN_D(x_n+x_p)/\varepsilon$, hence $qN_D\,dx_n/d\phi_c=C_j$. At merging $dx_s=-dx_n$. Differentiating \eqref{eq:surface} therefore adds $C_j(1/C_{ox}+x_s/\varepsilon)$ to the explicit derivative $1$. Subtracting $V_{SB}$ removes that $1$.

A larger body bias makes the junction remove more of the layer. The gate then has less to deplete, and $V_{GS,P}$ rises. In the example $\varepsilon/C_{ox}=60\,\mathrm{nm}$, so at $V_{SB}=0$
\begin{equation}
m-1=\frac{60+124.4}{125.6+251.3}=0.489.
\end{equation}
At $V_{SB}=1\,\mathrm{V}$, $x_s$ has shrunk to $56.8\,\mathrm{nm}$ and the junction region has widened, so $m-1=0.20$. The pinch-off voltage $V_{GS,P}$ is $-0.655$, $-0.464$ and $-0.340\,\mathrm{V}$ at $V_{SB}=0$, $0.5$ and $1\,\mathrm{V}$.

\paragraph{Remark (drain end).} In the gradual-channel approximation, the theorem applies locally with $V_{SB}$ replaced by the channel-to-body bias. Since $m>1$, $V_{GB,P}$ rises towards the drain, which pinches off first. For a source at body potential and $V_{GB}=0.036\,\mathrm{V}$, merging reaches the drain end at a drain bias of $0.5\,\mathrm{V}$. At the source this gate voltage lies above $V_{FB}+\phi_c=-0.185\,\mathrm{V}$, so electrons accumulate at the surface there; the local condition at the drain is unaffected.

\section{Pinch-off at finite temperature}

The sharp event in the theorem belongs to the depletion approximation. Thermal carriers round the depletion edges and leave an exponential tail.

\paragraph{Lemma 3 (thermal edges).} Suppose that the channel has a neutral centre, that the drops across the depleted regions are many $\phi_t$, and that surface holes are negligible. Define $x_s$ and $x_n$ by the integrals of $1-n/N_D$ above and below the centre. Then \eqref{eq:surface} holds with the term $\phi_c$ replaced by $\phi_c-\phi_t$, and \eqref{eq:xn} with $\phi_c$ replaced by $\phi_c-2\phi_t$.

\emph{Proof.} Multiply $\phi''=-(q/\varepsilon)(N_D-n)$ by $\phi'$ and integrate from the centre, where $\phi=\phi_c$ and $\phi'=0$. With $\psi=\phi_c-\phi$,
\begin{equation}
\frac{\phi'^2}{2}=\frac{qN_D}{\varepsilon}\left[\psi-\phi_t\left(1-e^{-\psi/\phi_t}\right)\right]
\simeq\frac{qN_D}{\varepsilon}(\psi-\phi_t).
\end{equation}
Gauss's law gives $\varepsilon\phi'(0)=qN_Dx_s$, so the surface drop is $\psi_s=\phi_t+qN_Dx_s^2/2\varepsilon$. This replaces the drop used in Lemma 2. At the junction, the same integral on each side gives
\begin{equation}
\frac{qN_Dx_n^2}{2\varepsilon}=\psi_n-\phi_t,\qquad
\frac{qN_Ax_p^2}{2\varepsilon}=\psi_p-\phi_t,\qquad \psi_n+\psi_p=\phi_c.
\end{equation}
The sum of the two quadratic terms is $\phi_c-2\phi_t$, and the algebra of Lemma 1 follows.

These widths preserve $N_s=N_D(x_j-x_s-x_n)$, apart from the few electrons beyond the junction. This law was tested on a $500\,\mathrm{nm}$ layer at $V_{GB}=-0.811\,\mathrm{V}$, where the Poisson--Boltzmann solution holds $4.66\times10^{11}$ electrons per $\mathrm{cm^2}$. From that sheet density the corrected law recovers the gate voltage to $0.01\,\mathrm{mV}$; the uncorrected law misses it by $54\,\mathrm{mV}$.

Extrapolating the corrected law to $N_s=0$ shifts the pinch-off voltage. The explicit term contributes $-\phi_t$. The change of $x_n$ contributes $-2(m-1)\phi_t$ to first order, by Corollary 1. The sum is $-(2m-1)\phi_t=-51\,\mathrm{mV}$; evaluation without expansion gives $-52\,\mathrm{mV}$. This is an intercept of the law for an open channel. It is not the voltage at which the electrons disappear, since the neutral centre is lost before the intercept is reached.

\paragraph{Proposition (exponential tail).} Below pinch-off let the maximum potential be $\phi_m<\phi_c$, and let $L_D=(\varepsilon\phi_t/qN_D)^{1/2}$. If both depleted widths are several $L_D$ and the charges of the electrons and of the surface holes are negligible,
\begin{equation}
N_s\simeq\sqrt{2\pi}\,N_DL_D\,e^{(\phi_m-\phi_c)/\phi_t},\qquad
\frac{dV_{GB}}{d\log_{10}N_s}\simeq m\phi_t\ln10.
\label{eq:tail}
\end{equation}

\emph{Proof.} Around the maximum at $x_m$, $\phi=\phi_m-\phi_t(x-x_m)^2/2L_D^2$. Integrating $n$ from \eqref{eq:carriers} over this Gaussian, with limits extended to infinity, gives the first result. The layer has no neutral edge, so the surface relation \eqref{eq:surface} applies with $\phi_c$ replaced by $\phi_m$. At the junction the body edge alone needs a thermal correction, so \eqref{eq:xn} takes $\phi_m-\phi_t$. Differentiating as in Corollary 1 gives $dV_{GB}/d\phi_m=m$ with these widths. Since $d\ln N_s/d\phi_m=1/\phi_t$, the second result follows.

At $0.30\,\mathrm{V}$ below $V_{GB,P}$, $\phi_m=0.549\,\mathrm{V}$. With $L_D=28.9\,\mathrm{nm}$ the formula gives $1.21\times10^8\,\mathrm{cm^{-2}}$ and the numerical solution $1.20\times10^8\,\mathrm{cm^{-2}}$. The swings are $97.6$ and $98.4\,\mathrm{mV}$ per decade.

At $V_{GB,P}$ itself the tail formula fails. The solution holds $3.0\times10^{10}\,\mathrm{cm^{-2}}$, or $6\%$ of the layer's donors. By \eqref{eq:gateslope} with $dx_s=-dN_s/N_D$, this charge is worth a gate voltage of about $qN_s(1/C_{ox}+x_s/\varepsilon)=0.09\,\mathrm{V}$ to first order. That is roughly $3\phi_t$ and cannot be neglected.

\paragraph{Test of the theorem.} The sharp limit was reached by solving the Poisson--Boltzmann equation at $\phi_t=4$ and $2\,\mathrm{mV}$, with $\phi_c$ and $V_{FB}$ held at their $300\,\mathrm{K}$ values. The gate voltage was found for $N_s=0.01N_DL_D$, with $L_D$ taken at the reduced $\phi_t$. By \eqref{eq:tail}, $\phi_m-\phi_c$ is then proportional to $\phi_t$, which justifies linear extrapolation to $\phi_t=0$; the electron charge adds less than $1\,\mathrm{mV}$. The extrapolated $V_{GS,P}$ agrees with \eqref{eq:theorem} within $0.5\,\mathrm{mV}$ at all three body biases.

At $300\,\mathrm{K}$ and a fixed $N_s=10^{10}\,\mathrm{cm^{-2}}$, raising $V_{SB}$ from $0$ to $1\,\mathrm{V}$ shifts the gate-to-source voltage by $0.335\,\mathrm{V}$, against $0.315\,\mathrm{V}$ from the theorem. The fixed criterion places $\phi_m$ below $\phi_c$, and the thermal edge in the body lowers the barrier in \eqref{eq:xn} by a further $\phi_t$. Both make $m-1$ larger and so increase the shift. The electron charge acts the other way, because its gate-voltage equivalent falls as $x_s$ shrinks. The calculation gives their net effect, not the separate parts.

\section{When merging cannot be reached by the gate}

\paragraph{Corollary 2 (surface holes).} With $\phi_s=0$ taken as the onset of hole screening, pinch-off requires
\begin{equation}
x_j<\left(\frac{2\varepsilon\phi_c}{qN_D}\right)^{1/2}
\left[1+\left(\frac{N_A}{N_A+N_D}\right)^{1/2}\right].
\label{eq:depth}
\end{equation}

\emph{Proof.} Equation \eqref{eq:phis} gives $\phi_s>0$ when $x_s<(2\varepsilon\phi_c/qN_D)^{1/2}$. Adding $x_n$ from \eqref{eq:xn} gives the largest depth over which the regions can merge.

At $\phi_s=0$ the surface hole density equals $N_A$, and each further drop of $\phi_t$ multiplies it by $e$. Once $\phi_s$ is a few $\phi_t$ below zero, holes supply most of the added charge demanded by a more negative gate, and $x_s$ almost stops growing. This presumes that holes have time to arrive from the body.

For the example at $V_{SB}=0$ the limit is $343\,\mathrm{nm}$, which separates the two layers of the opening. In the $450\,\mathrm{nm}$ layer, stopping at $\phi_s=0$ would leave $N_D(450-343)\,\mathrm{nm}=2.1\times10^{11}\,\mathrm{cm^{-2}}$, close to the computed $1.97\times10^{11}\,\mathrm{cm^{-2}}$. The closeness is partly a cancellation: at $-2\,\mathrm{V}$ the surface potential has fallen to $-0.14\,\mathrm{V}$, which widens $x_s$, while the thermal edges of Lemma 3 narrow both widths. In the depletion approximation, the $250\,\mathrm{nm}$ layer reaches $\phi_s=0$ at $V_{GB}=-1.21\,\mathrm{V}$, well below its pinch-off, when $\phi_m=0.389\,\mathrm{V}$. This is an onset and not a hard stop, since $\phi_s$ can still fall by several $\phi_t$. At $300\,\mathrm{K}$ the depth limit is correspondingly soft: at $V_{GB}=-3\,\mathrm{V}$ the Poisson--Boltzmann sheet density is about $1\times10^{7}$, $1\times10^{9}$, $6\times10^{9}$ and $2.5\times10^{10}\,\mathrm{cm^{-2}}$ for layers of $300$, $330$, $343$ and $360\,\mathrm{nm}$.

The opposite limit is $x_n=x_j$, where the junction alone empties the layer. Equation \eqref{eq:drops} puts it at
\begin{equation}
V_{SB}=\frac{qN_Dx_j^2(N_A+N_D)}{2\varepsilon N_A}-V_{bi}=2.17\,\mathrm{V}.
\end{equation}
Beyond this bias no neutral buried channel is left for the gate to close, and \eqref{eq:theorem} loses its meaning. At $300\,\mathrm{K}$ the picture of separate regions weakens earlier: at $V_{SB}=1\,\mathrm{V}$, $x_s$ is already about $2L_D$.

\section{The model beside silicon devices}

The parameters are rough values for a silicon depletion-mode transistor with a long channel; the oxide and layer are far thicker than in scaled logic. Real implanted layers are not uniform. A Gaussian donor profile with its peak at the oxide interface and the same net dose and junction depth moves the gate voltage at $N_s=10^{10}\,\mathrm{cm^{-2}}$ by $-37\,\mathrm{mV}$. A fixed positive charge of $10^{11}$ elementary charges per $\mathrm{cm^2}$ at the oxide interface moves pinch-off by $-93\,\mathrm{mV}$, and operation at $350\,\mathrm{K}$, with the gap held fixed, moves the sharp value \eqref{eq:theorem} by $-78\,\mathrm{mV}$. At a fixed small $N_s$ the temperature shift is larger, because the thermal tail grows as well. Depletion at pinch-off reaches $501\,\mathrm{nm}$ below the oxide. A gate that is not much longer than this breaks the one-dimensional assumption, and the present model cannot size the resulting shift.

The following neglected effects are smaller near pinch-off. About $0.8\%$ of donors are un-ionized in a neutral channel, and degeneracy changes the channel potential by about $7\,\mu\mathrm{V}$. At merging, the electron well has curvature $q^2N_D/\varepsilon$ and zero-point energy $\frac12\hbar(q^2N_D/\varepsilon m^*)^{1/2}$. This is $0.8$ or $1.8\,\mathrm{meV}$ for silicon's masses $0.92$ and $0.19$ in units of the electron mass, against $k_BT=25.9\,\mathrm{meV}$. The oxide field at pinch-off is $0.12\,\mathrm{MV/cm}$, compared with a breakdown field of roughly $10\,\mathrm{MV/cm}$. The junction field is $0.04\,\mathrm{MV/cm}$ at $V_{SB}=0$ and $0.08\,\mathrm{MV/cm}$ when the junction empties the layer, below a rough silicon breakdown field of $0.3\,\mathrm{MV/cm}$. With rough tunnelling masses of $0.2$ (silicon) and $0.5$ (oxide) electron masses and an oxide barrier of $3.1\,\mathrm{eV}$, the semiclassical tunnelling exponents are about $470$ between the bands, at the larger junction field, and $260$ through the oxide. Both currents are negligible. The surface hole layer in the opening examples is less benign. Its density is about $2.5\times10^{18}\,\mathrm{cm^{-3}}$ at $-2\,\mathrm{V}$ and $1.2\times10^{19}\,\mathrm{cm^{-3}}$ at $-3\,\mathrm{V}$, roughly half the valence-band density of states, and its confinement energy exceeds $k_BT$. At $-3\,\mathrm{V}$ the oxide field is $0.95\,\mathrm{MV/cm}$ and the silicon field at the interface is $0.32\,\mathrm{MV/cm}$; the latter falls off within the thin hole layer. Fermi--Dirac holes with a rough quantum correction lower the electron densities of the $450\,\mathrm{nm}$ layer by about $1.4\%$ and that of the $250\,\mathrm{nm}$ layer by about $15\%$, which leaves the contrast between the two layers intact. The numerical output lists the remaining intermediate values.

\section*{Table of computed values}
\begin{verbatim}
Inputs: N_D 2.0e+16, N_A 1.0e+16, n_i 1.0e+10 cm^-3
Layer depth 250 nm, oxide 20 nm, T 300 K, gap 1.12 eV
Relative permittivity: layer 11.7, oxide 3.9
Oxide capacitance 0.1727 uF/cm2
Thermal voltage 25.85 mV, Debye length 28.9 nm
Built-in voltage 0.7322 V, flat-band voltage -0.9172 V
Junction widths: n side 125.6 nm, p side 251.3 nm
Surface depletion at pinch-off 124.4 nm
Surface depletion charge 0.0399 uC/cm2
Oxide drop 0.2308 V, surface-layer drop 0.2392 V
Surface potential at pinch-off 0.4930 V
Pinch-off gate voltage, V_SB=0: -0.6550 V = -0.02407 a.u.
V_SB 0.0 V: x_n 125.6 nm, x_s 124.4 nm, m 1.4892
  V_GB,P -0.6550 V, V_GS,P -0.6550 V, solver V_GS,P -0.6546 V
V_SB 0.5 V: x_n 163.0 nm, x_s 87.0 nm, m 1.3007
  V_GB,P 0.0364 V, V_GS,P -0.4636 V, solver V_GS,P -0.4633 V
V_SB 1.0 V: x_n 193.2 nm, x_s 56.8 nm, m 1.2015
  V_GB,P 0.6598 V, V_GS,P -0.3402 V, solver V_GS,P -0.3400 V
Charge-law test, 500 nm layer: gate -0.8113 V, sheet 4.658e+11 cm^-2
  error with thermal edges 0.01 mV, without 54.32 mV
Thermal shift of extrapolated pinch-off -51.9 mV
  first-order estimate -51.1 mV
Electrons left at V_P, 300 K: 3.012e+10 cm^-2
  fraction of layer donors 0.0602
Tail at V_P-0.30 V: potential maximum 0.5490 V
  formula 1.209e+08, solver 1.200e+08 cm^-2
Swing there: formula 97.61, solver 98.38 mV/decade
V_GS shift for V_SB 0 to 1 V: pinch-off formula 0.3148 V
  solver at 300 K and 1e+10 cm^-2: 0.3349 V
Depth limit set by surface holes, V_SB=0: 343.2 nm
450 nm layer: sheet 1.967e+11 at -2 V, 1.930e+11 cm^-2 at -3 V
250 nm layer at -2 V: sheet 2.83e+04 cm^-2
Surface potential zero at gate -1.2113 V, maximum 0.3885 V
Junction alone empties layer at V_SB 2.168 V
Graded profile, equal net dose: surface net doping 3.53e+16 cm^-3
  gate shift at 1e+10 cm^-2: -37.3 mV
Oxide charge +1e11 cm^-2: shift -92.8 mV
Pinch-off change from 300 to 350 K (fixed gap) -78.1 mV
Surface holes at pinch-off 5.22e+07 cm^-3
Un-ionized donors in neutral channel, about 0.81 %
Degeneracy correction 6.53 uV
Zero-point energy: mass 0.92 0.80, mass 0.19 1.76 meV
Oxide field at pinch-off 0.1154 MV/cm
Junction field: V_SB=0 0.0389, emptied layer 0.0773 MV/cm
Tunnelling exponents: band-to-band 468, oxide 255
Depletion depth below oxide at V_P 501 nm
\end{verbatim}
